# MP2 correlation energy per cell of a crystal from Bloch orbitals, part 1

(Sections cited here and not found follow in the second part.)

A crystal has primitive vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$, cell volume $\Omega$, and reciprocal vectors $\mathbf b_\alpha$ with $\mathbf a_\alpha\cdot\mathbf b_\beta=2\pi\delta_{\alpha\beta}$. Lattice vectors are $\mathbf R$ and reciprocal lattice vectors are $\mathbf G$, so $e^{i\mathbf G\cdot\mathbf R}=1$. Born–von Kármán conditions are imposed on a supercell of $N_k=N_1N_2N_3$ cells with edges $N_\alpha\mathbf a_\alpha$ and volume $N_k\Omega$: orbitals are periodic under supercell translations $\mathbf L$. The ground state is a closed-shell restricted Hartree–Fock (HF) determinant with the full lattice periodicity, the same occupied bands at every wave vector, and a gap $\Delta>0$ between the highest occupied and the lowest virtual level. Hartree atomic units are used.

The starting point is second-order Møller–Plesset theory (MP2) for a finite system with orthonormal canonical spin orbitals, $I,J$ occupied and $A,B$ virtual. Single excitations do not couple to the HF determinant (Brillouin's theorem), and a double excitation couples through $\langle IJ|AB\rangle-\langle IJ|BA\rangle$, so

$$E^{(2)}=\frac14\sum_{IJAB}\frac{|\langle IJ|AB\rangle-\langle IJ|BA\rangle|^2}{\varepsilon_I+\varepsilon_J-\varepsilon_A-\varepsilon_B},$$

where for spatial orbitals

$$\langle ij|ab\rangle=\int d^3r_1\int d^3r_2\;\psi_i^*(\mathbf r_1)\psi_j^*(\mathbf r_2)\,v(\mathbf r_1-\mathbf r_2)\,\psi_a(\mathbf r_1)\psi_b(\mathbf r_2),$$

and both integrals run over the supercell.

**(a) Sum over spin and write $E^{(2)}$ for the supercell in spatial orbitals.**

*Solution.* Let $D$ be the denominator; it is symmetric under $A\leftrightarrow B$. With $X=\langle IJ|AB\rangle$ and $Y=\langle IJ|BA\rangle$, the numerator is $|X|^2+|Y|^2-X^*Y-Y^*X$. Renaming the dummy indices $A\leftrightarrow B$ exchanges $X$ and $Y$, so the second term sums to the first and the fourth to the third:

$$E^{(2)}=\frac12\sum_{IJAB}\frac{|X|^2-X^*Y}{D}.$$

The renaming also shows that $\sum X^*Y/D$ equals its complex conjugate, so it is real. The interaction does not act on spin, so $X$ requires $\sigma_A=\sigma_I$ and $\sigma_B=\sigma_J$. For $|X|^2$ the spins $\sigma_I,\sigma_J$ are free, which gives 4 assignments. The product $X^*Y$ requires in addition $\sigma_B=\sigma_I$ and $\sigma_A=\sigma_J$, so all four spins are equal, which gives 2 assignments. With the factor $\tfrac12$,

$$E^{(2)}=\sum_{ijab}\frac{\langle ij|ab\rangle^*\,\bigl(2\langle ij|ab\rangle-\langle ij|ba\rangle\bigr)}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.\tag{1}$$

The part with the factor 2 is the direct energy and the other the exchange energy. Equation (1) is the energy of the whole supercell; the energy per cell is $E^{(2)}/N_k$.

**(b) Find the allowed wave vectors, evaluate $\sum_{\mathbf R}e^{i\boldsymbol\kappa\cdot\mathbf R}$ over the cells of the supercell, and normalise the Bloch orbitals.**

*Solution.* Since the HF density matrix is lattice periodic, the Fock operator commutes with lattice translations, and its eigenfunctions can be chosen as

$$\phi_{n\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(\mathbf r),\qquad \phi_{n\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\phi_{n\mathbf k}(\mathbf r),$$

with $u$ cell periodic and $\int_{\rm cell}u^*_{n\mathbf k}u_{m\mathbf k}=\delta_{nm}$. Supercell periodicity demands $e^{i\mathbf k\cdot N_\alpha\mathbf a_\alpha}=1$, so $\mathbf k=\sum_\alpha (m_\alpha/N_\alpha)\mathbf b_\alpha$ with integer $m_\alpha$. Vectors that differ by a $\mathbf G$ give the same phase $e^{i\mathbf k\cdot\mathbf R}$, so there are $N_k$ distinct classes, and one representative of each forms the mesh. The mesh contains $\mathbf k=0$, and sums and differences of mesh vectors are again mesh vectors up to a $\mathbf G$.

For $\boldsymbol\kappa=\sum_\alpha(m_\alpha/N_\alpha)\mathbf b_\alpha$ and $\mathbf R=\sum_\alpha n_\alpha\mathbf a_\alpha$ with $0\le n_\alpha<N_\alpha$, the sum factorises into geometric series $\sum_{n=0}^{N-1}z^n$ with $z=e^{2\pi im/N}$. If $m$ is a multiple of $N$ then $z=1$ and the series is $N$; otherwise it is $(1-z^N)/(1-z)=0$ because $z^N=1$. Hence

$$\sum_{\mathbf R}e^{i\boldsymbol\kappa\cdot\mathbf R}=\begin{cases}N_k&\boldsymbol\kappa\ \text{is a reciprocal lattice vector}\\0&\text{otherwise.}\end{cases}\tag{2}$$

Splitting the supercell into cells and shifting each back to the home cell,

$$\int_{\rm super}\phi^*_{n\mathbf k}\phi_{m\mathbf k'}=\sum_{\mathbf R}e^{i(\mathbf k'-\mathbf k)\cdot\mathbf R}\int_{\rm cell}\phi^*_{n\mathbf k}\phi_{m\mathbf k'}=N_k\,\delta_{\mathbf k\mathbf k'}\delta_{nm}.$$

The orthonormal orbitals that (1) requires are therefore

$$\psi_{n\mathbf k}=N_k^{-1/2}\,e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}.\tag{3}$$

Each index in (1) becomes a pair of band and wave vector. From here on $i$ stands for $(i,\mathbf k_i)$ inside integrals and energies, and likewise $j,a,b$.

**(c) Write the supercell-periodic Coulomb interaction as a Fourier series.**

*Solution.* An electron interacts with all supercell images of the other, so a pair function $f$ is replaced by $F(\mathbf r)=\sum_{\mathbf L}f(\mathbf r+\mathbf L)$. $F$ is supercell periodic, so $F=\sum_{\mathbf Q}F_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf r}$ with $e^{i\mathbf Q\cdot\mathbf L}=1$. This is the condition solved in (b), so every $\mathbf Q$ is a mesh vector plus a $\mathbf G$. The coefficient is

$$F_{\mathbf Q}=\frac1{N_k\Omega}\sum_{\mathbf L}\int_{\rm super}f(\mathbf r+\mathbf L)e^{-i\mathbf Q\cdot\mathbf r}d^3r=\frac1{N_k\Omega}\int_{\mathbb R^3}f(\mathbf r)e^{-i\mathbf Q\cdot\mathbf r}d^3r=\frac{\tilde f(\mathbf Q)}{N_k\Omega},$$

because the shifted supercells tile space and $e^{i\mathbf Q\cdot\mathbf L}=1$. For $f=e^{-\mu r}/r$ the angular average of the plane wave is $\sin(Qr)/(Qr)$, so

$$\tilde f=\frac{4\pi}{Q}\int_0^\infty e^{-\mu r}\sin(Qr)\,dr=\frac{4\pi}{Q}\,\frac{Q}{Q^2+\mu^2}=\frac{4\pi}{Q^2+\mu^2}.$$

As $\mu\to0$ every term with $\mathbf Q\ne0$ has a limit, while the $\mathbf Q=0$ term is a constant in $\mathbf r$ that diverges. The convention adopted is to omit it, in HF and in MP2 alike; part (g) examines the consequences. Since the set of $\mathbf Q$ is symmetric under $\mathbf Q\to-\mathbf Q$, the sign of the exponent is free:

$$v(\mathbf r_1-\mathbf r_2)=\frac1{N_k\Omega}\sum_{\mathbf Q\ne0}\frac{4\pi}{Q^2}\,e^{-i\mathbf Q\cdot(\mathbf r_1-\mathbf r_2)}.\tag{4}$$

**(d) Show which combinations of four wave vectors give a nonzero integral, and extract its dependence on $N_k$.**

*Solution.* The whole integrand of $\langle ij|ab\rangle$ is supercell periodic in each variable, so substituting $\mathbf r_1\to\mathbf r_1+\mathbf R$, $\mathbf r_2\to\mathbf r_2+\mathbf R$ leaves the value unchanged. The kernel depends on the difference only. The two conjugated orbitals acquire $e^{-i\mathbf k_i\cdot\mathbf R}e^{-i\mathbf k_j\cdot\mathbf R}$ and the other two $e^{i\mathbf k_a\cdot\mathbf R}e^{i\mathbf k_b\cdot\mathbf R}$. With $\boldsymbol\kappa=\mathbf k_i+\mathbf k_j-\mathbf k_a-\mathbf k_b$,

$$\langle ij|ab\rangle=e^{-i\boldsymbol\kappa\cdot\mathbf R}\langle ij|ab\rangle\quad\text{for every }\mathbf R.$$

Averaging over the $N_k$ cells and using (2), the integral equals itself if $\boldsymbol\kappa$ is a reciprocal lattice vector and equals zero otherwise. The condition is

$$\mathbf k_i+\mathbf k_j-\mathbf k_a-\mathbf k_b=\mathbf G_0.\tag{5}$$

Crystal momentum is conserved modulo a reciprocal lattice vector, not strictly: the lattice can absorb $\mathbf G_0$, and terms with $\mathbf G_0\neq0$ are umklapp terms. Given $\mathbf k_i,\mathbf k_j,\mathbf k_a$, the vector $\mathbf k_i+\mathbf k_j-\mathbf k_a$ belongs to exactly one class, so exactly one mesh point $\mathbf k_b$ and one $\mathbf G_0$ satisfy (5). Of the $N_k^4$ blocks, $N_k^3$ survive. The exchange integral $\langle ij|ba\rangle$ has the same $\boldsymbol\kappa$ and survives for the same set.

For the size, insert (3), which gives $(N_k^{-1/2})^4=N_k^{-2}$, and define the potential of the second pair, $w_{jb}(\mathbf r_1)=\int_{\rm super}v(\mathbf r_1-\mathbf r_2)\phi_j^*\phi_b(\mathbf r_2)\,d^3r_2$. Shifting $\mathbf r_2$ by $\mathbf R$ gives $w_{jb}(\mathbf r_1+\mathbf R)=e^{i(\mathbf k_b-\mathbf k_j)\cdot\mathbf R}w_{jb}(\mathbf r_1)$. The product $\phi_i^*\phi_a w_{jb}$ then acquires $e^{-i\boldsymbol\kappa\cdot\mathbf R}=1$, so all $N_k$ cells contribute equally to the $\mathbf r_1$ integral:

$$\langle ij|ab\rangle=N_k^{-2}\cdot N_k\cdot V_{ij,ab}=\frac{V_{ij,ab}}{N_k},\qquad V_{ij,ab}=\int_{\rm cell}d^3r_1\int_{\rm super}d^3r_2\;\phi_i^*\phi_a(\mathbf r_1)\,v\,\phi_j^*\phi_b(\mathbf r_2).\tag{6}$$

$V$ is the energy of one cell's share of the pair density $\phi_i^*\phi_a$ in the potential of the pair density $\phi_j^*\phi_b$ of the whole crystal.

**(e) Express $V$ through cell integrals of the periodic parts, and show that no $N_k$ is hidden in it.**

*Solution.* Inserting (4) factorises the integral:

$$\langle ij|ab\rangle=\frac{1}{N_k\Omega}\sum_{\mathbf Q\neq0}\frac{4\pi}{Q^2}\Bigl[\int_{\rm super}\psi_i^*\psi_a e^{-i\mathbf Q\cdot\mathbf r}\Bigr]\Bigl[\int_{\rm super}\psi_j^*\psi_b e^{+i\mathbf Q\cdot\mathbf r}\Bigr].$$

Let $\mathbf q=\mathbf k_a-\mathbf k_i$, not folded back into the mesh, and define

$$\rho_{ia}(\mathbf G)=\int_{\rm cell}u^*_{i\mathbf k_i}u_{a\mathbf k_a}\,e^{-i\mathbf G\cdot\mathbf r}d^3r.$$

The first bracket has integrand $N_k^{-1}e^{i(\mathbf q-\mathbf Q)\cdot\mathbf r}u_i^*u_a$. Splitting into cells yields $\sum_{\mathbf R}e^{i(\mathbf q-\mathbf Q)\cdot\mathbf R}$, which by (2) vanishes unless $\mathbf Q=\mathbf q+\mathbf G$ and then equals $N_k$. That factor cancels the $N_k^{-1}$, and the bracket is $\rho_{ia}(\mathbf G)$. The second bracket has the exponent $\mathbf k_b-\mathbf k_j+\mathbf q+\mathbf G=\mathbf G-\boldsymbol\kappa$. The same lattice sum forces $\boldsymbol\kappa=\mathbf G_0$, which is (5) again, and cancels the second $N_k^{-1}$. The remaining factor is $e^{i(\mathbf G-\mathbf G_0)\cdot\mathbf r}=e^{-i(\mathbf G_0-\mathbf G)\cdot\mathbf r}$, so the bracket is $\rho_{jb}(\mathbf G_0-\mathbf G)$. Only the $1/N_k$ of the kernel is left, in agreement with (6), and

$$V_{ij,ab}=\frac{4\pi}{\Omega}{\sum_{\mathbf G}}'\;\frac{\rho_{ia}(\mathbf G)\,\rho_{jb}(\mathbf G_0-\mathbf G)}{|\mathbf k_a-\mathbf k_i+\mathbf G|^2},\tag{7}$$

where the prime omits $\mathbf q+\mathbf G=0$. For given wave vectors and given $u$, the right side contains cell quantities only. In a plane-wave basis, $u=\Omega^{-1/2}\sum_{\mathbf g}c(\mathbf g)e^{i\mathbf g\cdot\mathbf r}$, the cell integral of $e^{i(\mathbf g'-\mathbf g-\mathbf G)\cdot\mathbf r}$ is $\Omega\,\delta_{\mathbf g',\mathbf g+\mathbf G}$, so $\rho_{ia}(\mathbf G)=\sum_{\mathbf g}c_i^*(\mathbf g)\,c_a(\mathbf g+\mathbf G)$. The exchange integral $V_{ij,ba}$ is (7) with the pairs $(a,\mathbf k_a)$ and $(b,\mathbf k_b)$ interchanged; its momentum transfer is $\mathbf k_b-\mathbf k_i$ and its $\mathbf G_0$ is the same.

**(f) Assemble the energy per cell, give the prefactor for other normalisations, and check invariance under orbital phases and the choice of mesh representatives.**

*Solution.* Each term of (1) is a product of two integrals, which by (6) gives $N_k^{-2}$. Division by the number of cells gives one more $N_k^{-1}$, and (5) removes the sum over $\mathbf k_b$:

$$E_{\rm MP2}/{\rm cell}=\frac1{N_k^3}\sum_{\mathbf k_i\mathbf k_j\mathbf k_a}\sum_{ijab}\frac{V_{ij,ab}^*\,(2V_{ij,ab}-V_{ij,ba})}{\varepsilon_{i\mathbf k_i}+\varepsilon_{j\mathbf k_j}-\varepsilon_{a\mathbf k_a}-\varepsilon_{b\mathbf k_b}},\tag{8}$$

with $ijab$ now band labels. There is one $1/N_k$ for each sum, so (8) is an average over $N_k^3$ triples. A mesh point owns the volume $(2\pi)^3/(N_k\Omega)$ of the Brillouin zone, so $N_k^{-1}\sum_{\mathbf k}\to\Omega(2\pi)^{-3}\int_{\rm BZ}d^3k$. Since $|D|\ge2\Delta$, the average stays finite provided $V$ is bounded, which (g) examines, and the sums over virtual bands converge, which is automatic in a finite basis.

The prefactor depends on what is called the integral. With the unnormalised $\phi=N_k^{1/2}\psi$ integrated twice over the supercell, the value is $N_k^2\cdot V/N_k=N_kV$; recovering $V^2$ from its square costs $N_k^{-2}$ beyond (8).

| integral used | value | prefactor per cell |
|---|---|---|
| $\psi$, supercell and supercell | $V/N_k$ | $N_k^{-1}$ |
| $\phi$, cell and supercell | $V$ | $N_k^{-3}$ |
| $\phi$, supercell and supercell | $N_kV$ | $N_k^{-5}$ |

If each orbital is multiplied by $e^{i\theta_n}$, both $V_{ij,ab}$ and $V_{ij,ba}$ acquire $e^{i(\theta_a+\theta_b-\theta_i-\theta_j)}$, which cancels against the conjugate factor of $V^*$.

If a representative is replaced by $\mathbf k+\mathbf G'$, the orbital $\phi$ is unchanged when $u_{\mathbf k+\mathbf G'}=e^{-i\mathbf G'\cdot\mathbf r}u_{\mathbf k}$. There are four cases. For $\mathbf k_a$: $\rho_{ia}(\mathbf G)\to\rho_{ia}(\mathbf G+\mathbf G')$, $\mathbf q\to\mathbf q+\mathbf G'$, $\mathbf G_0\to\mathbf G_0-\mathbf G'$, and the new dummy $\mathbf G''=\mathbf G+\mathbf G'$ restores (7). For $\mathbf k_i$ the signs of $\mathbf G'$ are all reversed and $\mathbf G''=\mathbf G-\mathbf G'$ does the same. For $\mathbf k_b$: $\mathbf G_0\to\mathbf G_0-\mathbf G'$ while the argument of $\rho_{jb}$ gains $+\mathbf G'$, and the two cancel. For $\mathbf k_j$ both signs are reversed and again cancel. Thus $\mathbf G_0$ depends on the choice of representatives but $V$ does not, and this holds only if $\mathbf G_0$ is kept in the argument of $\rho_{jb}$.

Equation (8) gives the MP2 energy per cell as an average over $N_k^3$ wave-vector triples, unchanged by orbital phases and by the choice of mesh representatives. It remains to examine the omitted $\mathbf Q=0$ term and the case without a gap, and to test the result on a model crystal against molecular MP2 for the supercell.
